# Logarithmic α² corrections to the decay rates of positronium: a numerical check

```python
"""Logarithmic corrections to the decay rates of 1S positronium.

Result under test: relative rate change = C * alpha^2 * ln(1/alpha),
with C = +2 (para, spin 0) and C = -1/3 (ortho, spin 1).
The Breit Hamiltonian acts like c*alpha^2/(m r^2) on the S state, C = -2c.
Spinor part: m = 1, alpha factored out.
Wave-function part: lengths in 1/(m alpha), energies in m alpha^2,
H0 = p^2 - 1/r, and the Breit operators carry a common factor alpha^2.
A contact term is written pi*k*delta(r); k is its strength.
"""
from fractions import Fraction
import numpy as np
from mpmath import mp, mpf
from scipy.constants import fine_structure

mp.dps = 60

# ---------- contact strengths from Dirac spinors ----------
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
zero2 = np.zeros((2, 2))
dirac_alpha = [np.block([[zero2, s], [s, zero2]]) for s in sigma]
dirac_beta = np.diag([1, 1, -1, -1]).astype(complex)
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)


def spinors(p):
    """Two positive-energy spinors as columns, normalized to u^dagger u = 1."""
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum('i,ijk->jk', p, sigma) / (energy + 1)
    return np.sqrt((energy + 1) / (2 * energy)) * np.vstack([np.eye(2), lower])


def spin_averages(matrix):
    """Singlet element and mean over the three triplet states."""
    para = (singlet @ matrix @ singlet).real
    return para, (np.trace(matrix).real - para) / 3


p_in = 0.01 * np.array([0.0, 0.0, 1.0])
p_out = 0.01 * np.array([np.sin(1.1), 0.0, np.cos(1.1)])
q = p_out - p_in
q2 = q @ q
u1, u1_out = spinors(p_in), spinors(p_out)
u2, u2_out = spinors(-p_in), spinors(-p_out)
exchange = np.kron(u1_out.conj().T @ u1, u2_out.conj().T @ u2)
for i in range(3):
    for j in range(3):
        transverse = float(i == j) - q[i] * q[j] / q2
        exchange = exchange - transverse * np.kron(
            u1_out.conj().T @ dirac_alpha[i] @ u1,
            u2_out.conj().T @ dirac_alpha[j] @ u2)
exchange = -4 * np.pi * exchange / q2
coulomb = -4 * np.pi / q2
orbit_kernel = -4 * np.pi / q2 * (p_in @ p_in - (p_in @ q)**2 / q2)
k_exchange = [(v - coulomb - orbit_kernel) / np.pi
              for v in spin_averages(exchange)]

# One-photon annihilation at rest, both time orders, small photon energy.
u_rest = spinors(np.zeros(3))
v_rest = 1j * dirac_beta @ dirac_alpha[1] @ u_rest.conj()
photon = 1e-4
time_orders = (1 / (2 - photon) + 1 / (-2 - photon)) / (2 * photon)
annihilation = np.zeros((4, 4), dtype=complex)
for a_i in dirac_alpha:
    pair = (v_rest.conj().T @ a_i @ u_rest).T.reshape(4)
    annihilation += 4 * np.pi * time_orders * np.outer(pair.conj(), pair)
k_annihilation = [v / np.pi for v in spin_averages(annihilation)]

# Neglected terms are of relative order p^2 = 1e-4.
assert np.allclose(k_exchange, [1 - 2, 1 + 2 / 3], atol=2e-3)
assert np.allclose(k_annihilation, [0, 2], atol=1e-6)

# ---------- response of the wave function, unreduced operators ----------
n_basis = 80
expo = np.array([mpf('0.002') * mpf('1.6')**n for n in range(n_basis)],
                dtype=object)
pi = mpf(mp.pi)
total = expo[:, None] + expo[None, :]
product = expo[:, None] * expo[None, :]
overlap = total**(-1.5) * pi**1.5
hamiltonian = overlap * product * 6 / total - 2 * pi / total
operators = {
    'kinetic': overlap * product * product * (-15) / (total * total),
    'orbit': product * (-8 * pi) / (total * total),
    'contact': total * 0 + pi,
    'inverse square': total**(-0.5) * (2 * pi**1.5),
}


def solve(matrix, columns):
    """Gaussian elimination for a positive definite high-precision matrix."""
    n = len(matrix)
    work = np.hstack([matrix, columns])
    for i in range(n - 1):
        factors = work[i + 1:, i] / work[i, i]
        work[i + 1:, i:] -= np.outer(factors, work[i, i:])
    result = np.empty((n, columns.shape[1]), dtype=object)
    for i in reversed(range(n)):
        result[i] = work[i, n:] / work[i, i]
        work[:i, n:] -= np.outer(work[:i, i], result[i])
    return result


# Inverse iteration with a shift just below the ground state.
shifted = hamiltonian + overlap * mpf('0.2500001')
ground = expo * 0 + 1
for _ in range(5):
    ground = solve(shifted, overlap.dot(ground)[:, None])[:, 0]
    ground = ground / mp.sqrt(ground.dot(overlap.dot(ground)))
energy0 = ground.dot(hamiltonian.dot(ground))
assert abs(energy0 + mpf('0.25')) < mpf('1e-7')

s_ground = overlap.dot(ground)
first_order = {}
sources = []
for name, op in operators.items():
    op_ground = op.dot(ground)
    first_order[name] = ground.dot(op_ground)
    sources.append(s_ground * first_order[name] - op_ground)
regular = hamiltonian - overlap * energy0 + np.outer(s_ground, s_ground)
responses = solve(regular, np.array(sources, dtype=object).T)

# The annihilation point is smeared by a normalized Gaussian of width rho.
widths = np.geomspace(0.003, 0.05, 16)


def log_slope(values):
    """Coefficient of ln(1/rho), with powers and higher terms fitted too."""
    x, lx = widths, np.log(widths)
    columns = np.array([-lx, 1 / x, x**0, x * lx, x, x**2 * lx, x**2]).T
    return np.linalg.lstsq(columns, np.array(values), rcond=None)[0][0]


smeared = {name: [] for name in operators}
vertex = []
for rho in widths:
    spread = expo * float(rho)**2 + 1
    probe = spread**(-1.5)
    base = probe.dot(ground)
    for n, name in enumerate(operators):
        smeared[name].append(float(probe.dot(responses[:, n]) / base))
    vertex.append(float((expo * 6 * spread**(-2.5)).dot(ground) / base))
slopes = {name: log_slope(v) for name, v in smeared.items()}
vertex_slope = log_slope(vertex)

# Derived strengths c of the equivalent c/r^2; the slope must be -c.
c_kinetic, c_orbit = Fraction(-1, 4), Fraction(-1, 2)
c_per_k = Fraction(1, 4)
derived = {'kinetic': c_kinetic, 'orbit': c_orbit, 'contact': c_per_k,
           'inverse square': Fraction(1)}
for name, c in derived.items():
    # Tolerance covers the fit of a logarithm beside a 1/rho term.
    assert abs(slopes[name] + float(c)) < 5e-3, (name, slopes[name])
assert abs(vertex_slope) < 1e-2, vertex_slope

# ---------- complete coefficients and first-order energies ----------
k_derived = [Fraction(-1), Fraction(11, 3)]
c_total = [c_kinetic + c_orbit + c_per_k * k for k in k_derived]
rate_derived = [-2 * c for c in c_total]
k_numeric = [a + b for a, b in zip(k_exchange, k_annihilation)]
rate_numeric = [2 * (slopes['kinetic'] + slopes['orbit']
                     + k * slopes['contact']) for k in k_numeric]
assert np.allclose(rate_numeric, [2, -1 / 3], atol=0.03)
assert rate_derived == [Fraction(2), Fraction(-1, 3)]

breit_energy = [float(first_order['kinetic'] + first_order['orbit'])
                + k * float(first_order['contact']) for k in k_numeric]
assert np.allclose(breit_energy, [-21 / 64, 49 / 192], atol=1e-3)

# ---------- worked example: positronium with the physical alpha ----------
alpha = fine_structure
log_alpha = np.log(1 / alpha)
unit = alpha**2 * log_alpha * 1e6
print(f"alpha (dimensionless): {alpha:.10f}")
print(f"ln(1/alpha) (dimensionless): {log_alpha:.6f}")
print(f"alpha^2 ln(1/alpha) (ppm): {unit:.3f}")
print("Contact strengths k from spinors (dimensionless):")
for label, a, b in zip(('para', 'ortho'), k_exchange, k_annihilation):
    print(f"  {label}: exchange {a:.4f}, annihilation {b:.4f}")
print(f"Ground energy (m alpha^2): {float(energy0):.9f}")
print("First-order Breit energies (m alpha^4):")
for name in ('kinetic', 'orbit', 'contact'):
    suffix = ' for k=1' if name == 'contact' else ''
    print(f"  {name}{suffix}: {float(first_order[name]):.6f}")
print(f"  para total: {breit_energy[0]:.5f}")
print(f"  ortho total: {breit_energy[1]:.5f}")
print(f"  ortho minus para: {breit_energy[1] - breit_energy[0]:.5f}")
print("Slope of dpsi/psi in ln(1/rho), units alpha^2: fitted, derived")
for name, c in derived.items():
    print(f"  {name}: {slopes[name]:.5f}, {float(-c):.5f}")
print(f"Log slope of smeared p^2 psi/psi (m^2 alpha^2): {vertex_slope:.5f}")
for n, label in enumerate(('para', 'ortho')):
    contact_part = -2 * c_per_k * k_derived[n]
    print(f"{label}: total k = {k_derived[n]}, total c = {c_total[n]}")
    print(f"  rate coefficient, derived: {rate_derived[n]}")
    print(f"  rate coefficient, numerical: {rate_numeric[n]:.4f}")
    print(f"  kinetic part (ppm): {float(-2 * c_kinetic) * unit:.2f}")
    print(f"  orbit-orbit part (ppm): {float(-2 * c_orbit) * unit:.2f}")
    print(f"  contact part (ppm): {float(contact_part) * unit:.2f}")
    print(f"  total rate change (ppm): {float(rate_derived[n]) * unit:.2f}")
    shift = abs(float(rate_derived[n])) * alpha**2 * np.log(2) * 1e6
    print(f"  change for limit moved by factor 2 (ppm): {shift:.2f}")
print("tests ok")
```

Running it gives:

```
alpha (dimensionless): 0.0072973526
ln(1/alpha) (dimensionless): 4.920244
alpha^2 ln(1/alpha) (ppm): 262.010
Contact strengths k from spinors (dimensionless):
  para: exchange -0.9996, annihilation 0.0000
  ortho: exchange 1.6668, annihilation 2.0000
Ground energy (m alpha^2): -0.250000000
First-order Breit energies (m alpha^4):
  kinetic: -0.078125
  orbit: -0.125000
  contact for k=1: 0.125000
  para total: -0.32808
  ortho total: 0.25522
  ortho minus para: 0.58330
Slope of dpsi/psi in ln(1/rho), units alpha^2: fitted, derived
  kinetic: 0.25036, 0.25000
  orbit: 0.50000, 0.50000
  contact: -0.25064, -0.25000
  inverse square: -1.00000, -1.00000
Log slope of smeared p^2 psi/psi (m^2 alpha^2): 0.00000
para: total k = -1, total c = -1
  rate coefficient, derived: 2
  rate coefficient, numerical: 2.0018
  kinetic part (ppm): 131.00
  orbit-orbit part (ppm): 262.01
  contact part (ppm): 131.00
  total rate change (ppm): 524.02
  change for limit moved by factor 2 (ppm): 73.82
ortho: total k = 11/3, total c = 1/6
  rate coefficient, derived: -1/3
  rate coefficient, numerical: -0.3373
  kinetic part (ppm): 131.00
  orbit-orbit part (ppm): 262.01
  contact part (ppm): -480.35
  total rate change (ppm): -87.34
  change for limit moved by factor 2 (ppm): 12.30
tests ok
```
